# Barriers expected to be crossed in 50 ps at 300 K

## The form of the answer

A classical particle of mass $m$ sits in a well and can leave it over a barrier of height $E$. Let the potential have a fixed shape, so that $E$ and one length $a$ specify it completely. In thermal equilibrium at temperature $T$, the rate $k$ of passages over the barrier top can depend on $m$, $a$, $E$ and $k_BT$ and on nothing else. These four quantities give one independent time, $a\sqrt{m/E}$, and one independent pure number, $E/k_BT$. The frequency $\nu$ of small oscillations in the well is a fixed number divided by that time. Hence

$$k=\nu\,\phi(E/k_BT),$$

where $\phi$ is a function that dimensions alone cannot supply.

Let a trajectory of length $t$ contain $M$ equivalent exits, where $M$ is the number of sites times the number of exits per site. Suppose also that every hop leads to an equivalent well, so that the number of available exits stays the same. Expected numbers of events add, so the expected number of crossings is

$$n=M\,t\,k=M\nu t\;\phi(E/k_BT).$$

Define the threshold barrier $E^*$ by $n=1$. Then $\phi(E^*/k_BT)=1/(M\nu t)$, so $E^*$ is $k_BT$ times a function of the single number $M\nu t$. At fixed $M\nu t$ the threshold is therefore proportional to temperature, whatever $\phi$ is.

## The estimate

The particle tries the barrier about $\nu$ times per unit time, and a try succeeds with roughly the Boltzmann probability $e^{-E/k_BT}$. This suggests $\phi=e^{-E/k_BT}$. Setting $n=1$ gives $e^{E^*/k_BT}=M\nu t$, and the logarithm gives

$$E^*=k_BT\ln(M\nu t).$$

Take a round attempt frequency $\nu=10$ THz and one site with one exit, $M=1$. In 50 ps there are $\nu t=500$ attempts, and $\ln 500=6.215$. At 300 K, $k_BT=0.02585$ eV, so

$$E^*=0.02585\ \text{eV}\times 6.215=0.161\ \text{eV},$$

or 0.0059 hartree. With $\nu=5$ THz the result is 0.143 eV, and with 1 THz it is 0.101 eV. A threshold of about 0.15 eV thus belongs to attempt frequencies between 5 and 10 THz.

This is a statement about averages. A barrier above $E^*$ can be crossed in a particular run, and one below it can remain uncrossed.

## The controlled derivation

The algebra holds in any consistent units, with $k_B$ kept so that $T$ stays in kelvin. The nuclei are classical, so $\hbar$ does not enter.

**Flux through the barrier top.** Let $V(x)$ be zero at the minimum and $E$ at the top. Assume that the particle starts in thermal equilibrium in its well. The probability density of its position is $e^{-V(x)/k_BT}/Z$, with $Z=\int_{\rm well}e^{-V/k_BT}dx$. Its velocity is independent of position and has the density

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}.$$

During a short time $dt$, a particle with velocity $v>0$ crosses the top if it lies within a distance $v\,dt$ before it. The density of position there is $e^{-E/k_BT}/Z$. Summing over positive velocities and dividing by $dt$ gives

$$k=\frac{e^{-E/k_BT}}{Z}\int_0^\infty v f(v)\,dv .$$

Since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$, the velocity integral is

$$\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}} .$$

**Harmonic well.** If $E$ is several $k_BT$, the particle stays mostly near the minimum, where $V\approx\frac12 m\omega^2x^2$ with $\omega=2\pi\nu$. The Gaussian is then narrow compared with the well, and its integral may be extended to infinity:

$$Z\approx\sqrt{\frac{2\pi k_BT}{m\omega^2}} .$$

Inserting both results, the mass and the temperature cancel in the prefactor:

$$k=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}=\frac{\omega}{2\pi}\,e^{-E/k_BT}=\nu\,e^{-E/k_BT}.$$

This confirms the guess for $\phi$, including its factor of one, in the harmonic approximation.

**Size of the neglected anharmonicity.** For a definite case take the cosine potential $V=\frac E2(1-\cos q)$, with $q=2\pi x/a$. Near the minimum

$$V=\frac E4q^2-\frac E{48}q^4+\dots$$

The first term is the harmonic well. Expanding the exponential in the second term multiplies $Z$ by $1+\frac{E}{48k_BT}\langle q^4\rangle$, where the average is over the Gaussian $e^{-Eq^2/4k_BT}$. This Gaussian has variance $2k_BT/E$, so $\langle q^4\rangle=3(2k_BT/E)^2=12(k_BT/E)^2$, and

$$Z\approx Z_{\rm harm}\left(1+\frac{k_BT}{4E}\right).$$

The well is softer than its parabola, $Z$ is larger, and the harmonic rate is too high by the relative amount $k_BT/4E$ to leading order. At $E=6.215\,k_BT$ this is 4%. Because $E^*$ depends on the logarithm of the rate, it falls by only about $0.04\,k_BT$.

**Many atoms.** In a system with $D$ vibrational coordinates, scale each by the square root of its mass. The mean one-way speed becomes $\sqrt{k_BT/2\pi}$. Each harmonic coordinate contributes a factor $\sqrt{2\pi k_BT}/\omega$ to a configuration integral. There are $D$ such factors for the well, with frequencies $\omega_i=2\pi\nu_i$. At the saddle there are $D-1$, with frequencies $\omega_j^\ddagger=2\pi\nu_j^\ddagger$, since motion along the exit direction is not a vibration. One factor $\sqrt{2\pi k_BT}$ is left in the denominator, so

$$k=\frac1{2\pi}\,\frac{\prod_{i=1}^{D}\omega_i}{\prod_{j=1}^{D-1}\omega_j^\ddagger}\;e^{-E/k_BT}
=\frac{\prod_{i=1}^{D}\nu_i}{\prod_{j=1}^{D-1}\nu_j^\ddagger}\;e^{-E/k_BT}.$$

The law is unchanged, and in the harmonic approximation with fixed frequencies the prefactor is still independent of temperature. Now $\nu$ is an effective frequency, which need not equal the frequency of any single vibration.

**From the mean to a probability.** Suppose that crossings are rare and independent. Divide the run into $K$ short intervals, each with crossing probability $n/K$. The chance of no crossing is $(1-n/K)^K$, which tends to $e^{-n}$ for large $K$. Therefore

$$P(\text{at least one})=1-e^{-n}.$$

At the threshold, $n=1$ and $P=63\%$. This value and the third column below hold for independent crossings; when crossings come in bursts, as in the trajectories discussed later, the chance of seeing at least one is lower. For one exit at 300 K with $\nu=10$ THz, the harmonic formula gives:

| Barrier (eV) | Expected crossings in 50 ps | Chance of at least one | Mean time per crossing, $1/k$ (ps) |
|---|---|---|---|
| 0.10 | 10.4 | above 0.99 | 4.8 |
| 0.15 | 1.5 | 0.78 | 33 |
| 0.20 | 0.22 | 0.20 | 229 |
| 0.30 | 0.0046 | 0.0046 | $1.1\times10^4$ |
| 0.50 | $2.0\times10^{-6}$ | $2.0\times10^{-6}$ | $2.5\times10^7$ |

The absence of an event is therefore weak evidence of stability. A site whose barrier is 0.20 eV looks stable in about four runs out of five if crossings are independent, and in more if they come in bursts.

## How temperature and site number shift the threshold

Differentiating $E^*=k_BT\ln(M\nu t)$ and dividing by $E^*$ gives

$$\frac{dE^*}{E^*}=\frac{dT}{T}+\frac{1}{\ln(M\nu t)}\left(\frac{dM}{M}+\frac{dt}{t}+\frac{d\nu}{\nu}\right).$$

At fixed $\nu$, a 1% rise in temperature raises the threshold by 1%. (If $m$ and $a$ are held fixed instead, $\nu$ grows as $\sqrt E$ and the rise is about 1.09%.) A 1% rise in the number of exits or in the run length raises it by $1/6.215$ of that, about 0.16%. For $M=1$ the slope with temperature is $k_B\ln(\nu t)=0.54$ meV/K. Ten times as many exits add $k_BT\ln10=0.060$ eV at 300 K, and so does a run ten times longer.

Thresholds in eV for 50 ps and $\nu=10$ THz are:

| $T$ (K) | 1 exit | 10 exits | 100 exits |
|---|---|---|---|
| 300 | 0.16 | 0.22 | 0.28 |
| 600 | 0.32 | 0.44 | 0.56 |
| 1000 | 0.54 | 0.73 | 0.93 |

The two levers can be compared directly. Since $2k_BT\ln(M\nu t)=k_BT\ln\left[(M\nu t)^2\right]$, doubling the temperature raises the threshold as much as multiplying the number of exits by $M\nu t$ does. Starting from one exit at 300 K, that means 500 exits.

With many sites, $E^*$ is the barrier at which one event is expected somewhere in the system. A chosen site still has the one-site threshold.

## Comparison with trajectories

The estimate can be checked without the harmonic approximation by evaluating the flux integral numerically for the cosine potential and searching for the barrier at which $n=1$. The mass is adjusted at each trial barrier so that $\nu$ stays at 10 THz. The shift in units of $k_BT$ then depends only on $M\nu t$, so it is the same for the three temperatures of the last table. Over its three numbers of exits the result differs from the formula by at most $0.052\,k_BT$. The leading correction found above accounts for $0.04\,k_BT$ of this, and higher terms in $k_BT/E$ supply the rest.

A stricter comparison uses dynamics. In a cosine chain each site has two exits, so $M\nu t=1000$ and the predicted threshold at 300 K is $0.1607+0.0179=0.1786$ eV. With this barrier, a period of 1 angstrom, a mass of 8.62 u (which gives $\nu=10$ THz) and a Langevin friction of 10 ps$^{-1}$, 4000 trajectories of 50 ps gave 0.95 crossings of a barrier top per trajectory. The flux integral gives 0.96 and the harmonic formula gives 1.

Not every crossing is a separate lasting escape. A particle may turn back after passing the top, or run on over the next barrier in the same burst. Every escape needs at least one passage, so the escape rate is $\kappa$ times the flux, with $\kappa\le1$. In the simulation, escape means first arrival at a neighbouring minimum, and a fraction 0.483 of the particles had not escaped after 50 ps. Setting this fraction equal to $e^{-\kappa n}$ with $n=0.956$ gives

$$\kappa=\frac{-\ln 0.483}{0.956}=0.76 .$$

The sampling error of the surviving fraction, about 0.008, gives this value an uncertainty of about 0.02. Replacing $k$ by $\kappa k$ shifts the threshold by $k_BT\ln\kappa=-0.007$ eV. Because $\kappa$ is measured against the flux integral, this comes on top of the anharmonic shift $k_BT\ln 0.956=-0.001$ eV, so the escape threshold lies about 0.008 eV below $k_BT\ln(M\nu t)$. Because crossings come partly in bursts, they are not fully independent. The chance of an escape in this sense, a first arrival that may still be followed by a return, is $1-e^{-\kappa n}$, here $1-0.483\approx0.52$, below the $1-e^{-0.956}\approx62\%$ that independent crossings would give. The value of $\kappa$ belongs to this potential, friction and temperature. It falls at both weaker and stronger friction: in this model to about 0.25 at 1 ps$^{-1}$ and about 0.5 at 100 ps$^{-1}$, which shifts the threshold by about $-0.035$ and $-0.02$ eV.

The same trajectories test the exponential law. After 25 ps the fraction not escaped was 0.694, whose square, 0.482, agrees with the 0.483 found after 50 ps within the sampling error of about 0.01; the closer match is chance. For independent sites the same law implies that sites can be exchanged for time. Among groups of ten trajectories watched for 5 ps, a fraction 0.47 showed no escape, with a sampling error of about 0.025, consistent with one trajectory watched for 50 ps. The trajectories are independent by construction, so this checks the exponential law at short times, not the independence of real sites.

For the temperature dependence, the same barrier was simulated at 600 K for 10 ps. The simulation gave 5.6 crossings, the flux integral 5.7 and the harmonic formula 6.3. The barrier is now only $3.5\,k_BT$, and the harmonic count exceeds the flux integral by 11% of the latter. The formula loses accuracy in this direction, and when $E$ is comparable with $k_BT$ the idea of a rare crossing fails altogether.

The estimate can also fail if the particle does not come to equilibrium in its well early in the run, if a hop changes the barriers of the sites that follow, or if nuclear quantum effects matter in the real system, since classical nuclei have no zero-point motion and do not tunnel. At 10 THz and 300 K, $u=h\nu/k_BT=1.6$, so this limit is close: for the cosine potential the harmonic quantum factor $\sinh(u/2)/\sin(u/2)$ raises the rate by 24%, a shift of about $0.2\,k_BT$. The estimate describes a classical trajectory, and describes the real system only to this accuracy. The numerical check covers the one-dimensional model; the many-atom prefactor rests on the derivation above.

## Numbers as computed

```
attempt frequency: 10 THz
trajectory length: 50 ps
kB T at 300 K: 0.02585 eV
attempts nu t: 500
ln(nu t): 6.215
threshold, 300 K, one exit: 0.1607 eV
same threshold: 0.00590 hartree
threshold for nu = 1 THz: 0.101 eV
threshold for nu = 5 THz: 0.143 eV
threshold for nu = 10 THz: 0.161 eV
slope with temperature, one exit: 0.536 meV/K
shift for 10x exits or time, 300 K: 0.0595 eV
shift for 2x exits, 300 K: 0.0179 eV
thresholds in eV for 1, 10, 100 exits:
  300 K: 0.161  0.220  0.280
  600 K: 0.321  0.440  0.559
  1000 K: 0.536  0.734  0.932
chance of a crossing at threshold: 0.632
one exit, 300 K: barrier, expected crossings, chance, mean wait
  0.10 eV  10.4  1  4.79 ps
  0.15 eV  1.51  0.779  33.1 ps
  0.20 eV  0.218  0.196  229 ps
  0.30 eV  0.00456  0.00455  1.1e+04 ps
  0.50 eV  1.99e-06  1.99e-06  2.51e+07 ps
largest root-search shift of threshold: 0.052 kB T
cosine period: 1.0 angstrom
Langevin friction: 10 1/ps
time step: 0.002 ps
simulated barrier (two-exit threshold): 0.1786 eV
mass in simulation: 8.62 u
number of 50 ps trajectories: 4000
crossings per trajectory, simulated: 0.948
crossings per trajectory, flux integral: 0.956
fraction not escaped after 25 ps: 0.694
square of that fraction: 0.482
fraction not escaped after 50 ps: 0.483
groups of 10 sites, none escaped in 5 ps: 0.470
kappa (escapes / flux count): 0.760
threshold shift kB T ln kappa: -0.0071 eV
600 K, 10 ps, crossings simulated: 5.60
600 K, 10 ps, crossings flux integral: 5.69
600 K, 10 ps, harmonic: 6.32
```
